# The OPW overlap operator and its singular map, compared with PAW: verification in Python

```python
"""
Result under test
  OPW map  T = 1 - sum_c |c><c|  (c: orthonormal core states) has overlap
  T^+ T = T and is singular, with the core space as its kernel.
  PAW map  T = 1 + sum_i |d_i><p_i|,  d_i = phi_i - phi~_i, <p_i|phi~_j> = delta_ij,
  has det T = det B with B_ij = <p_i|phi_j>, so it is invertible iff det B != 0.
Symbols
  u(r) = r * (radial function), <f|g> = integral of u_f u_g dr from 0 to R
  kappa = Z/a0; waves sqrt(2/R) sin(k r), k = n pi/R, are the s-wave basis.
  Lengths are in pm, energies in eV.
"""
import numpy as np
from numpy.polynomial import Polynomial
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq

Z = 3
R = 1000.0
RC = 100.0
NMAX = 320
kinetic = const.hbar**2 / (2 * const.m_e) / const.e * 1e24       # eV pm^2
coulomb = Z * const.e / (4 * np.pi * const.epsilon_0) * 1e12     # eV pm
a0 = 2 * kinetic * Z / coulomb                                   # pm
kappa = Z / a0
E1 = -kinetic * kappa**2
E2 = E1 / 4

# u = sqrt(kappa) * polynomial(x) * exp(-decay*x), x = kappa*r
STATES = {
    "1s": (Polynomial([0, 2]), 1.0),
    "2s": (Polynomial([0, -1, 0.5]) / np.sqrt(2), 0.5),
    "3s": (Polynomial([0, 1, -2 / 3, 2 / 27]) * 2 / 3**1.5, 1 / 3),
}


def orbital(name, r):
    """Return u(r) and du/dr."""
    poly, decay = STATES[name]
    x = kappa * r
    damp = np.sqrt(kappa) * np.exp(-decay * x)
    return poly(x) * damp, kappa * (poly.deriv()(x) - decay * poly(x)) * damp


INNER = np.polynomial.legendre.leggauss(150)
OUTER = np.polynomial.legendre.leggauss(800)


def make_grid(rc):
    """Gauss-Legendre panels [0, rc] and [rc, R]."""
    r = np.concatenate([rc * (INNER[0] + 1) / 2,
                        rc + (R - rc) * (OUTER[0] + 1) / 2])
    w = np.concatenate([rc * INNER[1] / 2, (R - rc) * OUTER[1] / 2])
    return r, w


def build_paw(names, rc):
    """Partial waves, smooth partners, projectors, and B, as columns."""
    r, w = make_grid(rc)
    inside = r < rc
    phi, dphi, smooth, dsmooth = [], [], [], []
    for name in names:
        u, du = orbital(name, r)
        value, slope = orbital(name, rc)
        b = (slope - value / rc) / (2 * rc**2)
        a = value / rc - b * rc**2
        phi.append(u)
        dphi.append(du)
        smooth.append(np.where(inside, a * r + b * r**3, u))
        dsmooth.append(np.where(inside, a + 3 * b * r**2, du))
    phi, dphi, smooth, dsmooth = (np.array(f).T for f in
                                  (phi, dphi, smooth, dsmooth))
    shape = np.where(inside, (1 - (r / rc)**2)**2, 0.0)
    raw = shape[:, None] * smooth
    gram = raw.T @ (w[:, None] * smooth)
    p = raw @ np.linalg.inv(gram).T
    B = p.T @ (w[:, None] * phi)
    return dict(r=r, w=w, phi=phi, smooth=smooth, d=phi - smooth,
                dd=dphi - dsmooth, p=p, B=B)


def paw_matrix(s):
    """PAW map in the orthonormal grid representation sqrt(w)*u."""
    root = np.sqrt(s["w"])[:, None]
    return np.eye(len(root)) + (root * s["d"]) @ (root * s["p"]).T


r, w = make_grid(RC)
W = w[:, None]
root_w = np.sqrt(w)
core, dcore = orbital("1s", r)
valence, dvalence = orbital("2s", r)


def overlap(F):
    return F.T @ (W * F)


def energy(F, dF):
    """Weak form of the Hamiltonian, valid for functions with slope continuous."""
    return kinetic * dF.T @ (W * dF) - coulomb * F.T @ (W / r[:, None] * F)


# --- hydrogenic states: norm, orthogonality, energies
pair = np.array([core, valence]).T
dpair = np.array([dcore, dvalence]).T
assert np.allclose(overlap(pair), np.eye(2), atol=1e-10)
assert np.allclose(energy(pair, dpair), np.diag([E1, E2]), atol=1e-7)

# --- OPW on the full grid space with two core states
C = root_w[:, None] * pair
T_two = np.eye(len(r)) - C @ C.T
assert np.allclose(T_two.T @ T_two, T_two, atol=1e-10)
singular = np.linalg.svd(T_two, compute_uv=False)
zero_count = int(np.sum(singular < 1e-8))
assert zero_count == 2 and np.allclose(singular[:-2], 1, atol=1e-9)

# different pseudo functions, same orthogonalized function
pseudo = valence + 0.7 * core
mapped = pseudo - core * np.sum(w * core * pseudo)
pseudo_distance = np.sqrt(np.sum(w * (pseudo - valence)**2))
mapped_distance = np.sqrt(np.sum(w * (mapped - valence)**2))
assert mapped_distance < 1e-9 < pseudo_distance

# --- OPW in the wave basis: explicit orthogonalization against formulas
k = np.arange(1, NMAX + 1) * np.pi / R
K = np.sqrt(2 / R) * np.sin(np.outer(r, k))
dK = np.sqrt(2 / R) * k * np.cos(np.outer(r, k))
assert np.allclose(overlap(K), np.eye(NMAX), atol=1e-10)
projection = core @ (W * K)
F_opw = K - np.outer(core, projection)
dF_opw = dK - np.outer(dcore, projection)
S_opw = overlap(F_opw)
H_opw = energy(F_opw, dF_opw)
H_plain = energy(K, dK)
ck = 4 * kappa**2.5 * k * np.sqrt(2 / R) / (kappa**2 + k**2)**2
assert np.allclose(S_opw, np.eye(NMAX) - np.outer(ck, ck), atol=1e-10)
assert np.allclose(H_opw, H_plain - E1 * np.outer(ck, ck), atol=1e-6)

# --- PAW with one partial wave (2s)
paw = build_paw(["2s"], RC)
d, dd, p = paw["d"][:, 0], paw["dd"][:, 0], paw["p"][:, 0]
B = paw["B"][0, 0]
T_paw = paw_matrix(paw)
sign, logdet = np.linalg.slogdet(T_paw)
det_paw = sign * np.exp(logdet)
assert abs(det_paw - B) < 1e-9
assert np.allclose(T_paw @ (root_w * paw["smooth"][:, 0]),
                   root_w * valence, atol=1e-10)
pd, dnorm, pnorm = (np.sum(w * f) for f in (p * d, d * d, p * p))
half = (2 + 2 * pd + dnorm * pnorm) / 2
low = half - np.sqrt(half**2 - B**2)
high = half + np.sqrt(half**2 - B**2)
sv2 = np.linalg.svd(T_paw, compute_uv=False)**2
assert abs(sv2[-1] - low) < 1e-9 and abs(sv2[0] - high) < 1e-9
assert np.allclose(sv2[1:-1], 1, atol=1e-9)

# --- PAW with two partial waves: determinant and inverse formulas
two = build_paw(["2s", "3s"], RC)
T2 = paw_matrix(two)
sign2, logdet2 = np.linalg.slogdet(T2)
det_two = sign2 * np.exp(logdet2)
det_B_two = np.linalg.det(two["B"])
assert abs(det_two - det_B_two) < 1e-7 * max(1, abs(det_B_two))
inverse = np.eye(len(r)) - (root_w[:, None] * two["d"]) @ np.linalg.inv(
    two["B"]) @ (root_w[:, None] * two["p"]).T
assert np.allclose(inverse @ T2, np.eye(len(r)), atol=1e-7)

# --- an unlucky augmentation radius makes the PAW map singular too
rc_bad = brentq(lambda x: build_paw(["2s"], x)["B"][0, 0], 70.0, 100.0,
                xtol=1e-11)
smin_bad = np.linalg.svd(paw_matrix(build_paw(["2s"], rc_bad)),
                         compute_uv=False)[-1]
assert smin_bad < 1e-8 < np.sqrt(low)

# --- growing basis
amplitude = p @ (W * K)
F_paw = K + np.outer(d, amplitude)
dF_paw = dK + np.outer(dd, amplitude)
S_paw, H_paw = overlap(F_paw), energy(F_paw, dF_paw)
rows = []
for n in (20, 40, 80, 160, 320):
    eig_s = np.linalg.eigvalsh(S_opw[:n, :n])
    missing = 1 - np.sum(ck[:n]**2)
    assert abs(eig_s[0] - missing) < 1e-10
    assert np.allclose(eig_s[1:], 1, atol=1e-9)
    lam_paw = np.linalg.eigvalsh(S_paw[:n, :n])[0]
    assert lam_paw > low - 1e-9
    e_opw = eigh(H_opw[:n, :n], S_opw[:n, :n], eigvals_only=True)[0]
    e_plain = np.linalg.eigvalsh(H_plain[:n, :n])[1]
    e_paw = eigh(H_paw[:n, :n], S_paw[:n, :n], eigvals_only=True)[:2]
    # basis-set energies are upper bounds; 1e-3 eV allows for round-off
    assert E2 - 1e-3 < e_opw < e_plain + 1e-3
    assert e_paw[0] > E1 - 1e-3 and e_paw[1] > E2 - 1e-3
    rows.append((n, kinetic * k[n - 1]**2, eig_s[0], lam_paw,
                 e_opw, e_plain, e_paw[0], e_paw[1]))
last = rows[-1]
q = (NMAX + 0.5) * np.pi / R
tail = 32 / (5 * np.pi) * (kappa / q)**5
assert abs(last[2] / tail - 1) < 0.02       # next term is of order (kappa/q)^2
assert abs(last[3] / low - 1) < 0.01        # finite basis
assert abs(last[4] - E2) < 0.01
assert abs(last[6] - E1) < 1.0              # slow convergence at the nuclear cusp
assert abs(last[7] - E2) < 0.1

print(f"nuclear charge number Z = {Z}")
print(f"Bohr radius a0 = {a0:.4f} pm, kappa = {kappa:.6f} 1/pm")
print(f"sphere radius R = {R:.0f} pm, augmentation radius = {RC:.0f} pm")
print(f"exact 1s energy = {E1:.4f} eV = {E1 * const.e:.4e} J")
print(f"exact 2s energy = {E2:.4f} eV = {E2 * const.e:.4e} J")
print(f"OPW, two core states: zero singular values = {zero_count}")
print(f"norm distance of two pseudo functions = {pseudo_distance:.4f}")
print(f"distance after OPW map below 1e-9: {mapped_distance < 1e-9}")
print("smallest overlap eigenvalue (dimensionless)")
print("waves  cutoff/eV    OPW          PAW")
for row in rows:
    print(f"{row[0]:4d} {row[1]:10.2f}  {row[2]:.4e}  {row[3]:.5f}")
print(f"OPW tail law at {NMAX} waves = {tail:.4e}")
print("2s energy in eV: OPW, plain waves")
for row in rows:
    print(f"{row[0]:4d} {row[4]:12.5f} {row[5]:12.5f}")
print("exact PAW problem, two lowest levels in eV")
for row in rows:
    print(f"{row[0]:4d} {row[6]:12.4f} {row[7]:12.4f}")
print(f"PAW <p|d> = {pd:.5f}, <d|d> = {dnorm:.5f}, <p|p> = {pnorm:.5f}")
print(f"PAW B = <p|phi> = {B:.5f}, det T from matrix = {det_paw:.5f}")
print(f"PAW overlap eigenvalues differing from 1: {low:.5f}, {high:.5f}")
print(f"two partial waves: det T = {det_two:.5f}, det B = {det_B_two:.5f}")
print(f"augmentation radius with B = 0: {rc_bad:.3f} pm")
print(f"smallest singular value there below 1e-8: {smin_bad < 1e-8}")
print("finished without a failed check")
```

Running it gives:

```
nuclear charge number Z = 3
Bohr radius a0 = 52.9177 pm, kappa = 0.056692 1/pm
sphere radius R = 1000 pm, augmentation radius = 100 pm
exact 1s energy = -122.4512 eV = -1.9619e-17 J
exact 2s energy = -30.6128 eV = -4.9047e-18 J
OPW, two core states: zero singular values = 2
norm distance of two pseudo functions = 0.7000
distance after OPW map below 1e-9: True
smallest overlap eigenvalue (dimensionless)
waves  cutoff/eV    OPW          PAW
  20     150.41  2.1223e-01  0.27906
  40     601.65  2.1347e-02  0.12623
  80    2406.59  1.0024e-03  0.11692
 160    9626.37  3.5310e-05  0.11655
 320   38505.49  1.1424e-06  0.11654
OPW tail law at 320 waves = 1.1528e-06
2s energy in eV: OPW, plain waves
  20    -30.47968    -24.10392
  40    -30.60688    -28.54224
  80    -30.61273    -30.19271
 160    -30.61281    -30.54848
 320    -30.61281    -30.60409
exact PAW problem, two lowest levels in eV
  20     -30.6091     -13.6046
  40     -30.6128     -23.0329
  80    -102.5289     -30.6128
 160    -119.4327     -30.6128
 320    -122.0425     -30.6128
PAW <p|d> = -0.61842, <d|d> = 0.18943, <p|p> = 3.18190
PAW B = <p|phi> = 0.38158, det T from matrix = 0.38158
PAW overlap eigenvalues differing from 1: 0.11654, 1.24939
two partial waves: det T = 0.60690, det B = 0.60690
augmentation radius with B = 0: 75.237 pm
smallest singular value there below 1e-8: True
finished without a failed check
```
